# Where the tree-level tau pair cross section peaks, and how high

## Question

I am working on $e^+e^-\to\tau^+\tau^-$ at lowest order in QED. The exercise says: show that the cross section peaks at $\beta^2=0.2835$, where $\beta$ is the speed of each tau in the centre-of-mass frame in units of $c$, so that $\sqrt s$ is about 2.36 tau masses. Then give the peak value in nanobarns.

I was given

$$\sigma=\frac{4\pi\alpha^2}{3s}\,\frac{\beta(3-\beta^2)}{2}.$$

To find the maximum I differentiated $\beta(3-\beta^2)$ and got $3-3\beta^2=0$, so $\beta=1$. That would put the peak at infinite energy, where the $1/s$ in front makes the cross section vanish. What am I doing wrong? I would also like to see where the formula comes from, because I can't tell which of its factors can be trusted near threshold.

## Answer

You held $s$ fixed while varying $\beta$, but the two are tied together. Each tau has energy $\sqrt s/2$ and mass $m$, so its speed satisfies

$$\beta^2=1-\frac{4m^2}{s},\qquad s=\frac{4m^2}{1-\beta^2}.$$

The prefactor $1/s$ therefore changes with $\beta$ too, and it has to be included before differentiating. I derive the formula first, then find the maximum.

### The amplitude

I use $\hbar=c=1$, $e^2=4\pi\alpha$, metric $(+,-,-,-)$ and spinors normalized to $\bar uu=2m$. The beams are unpolarized and a single virtual photon is exchanged. The incoming $e^-$ and $e^+$ have momenta $p_1,p_2$; the outgoing $\tau^-$ and $\tau^+$ have $k_1,k_2$. Two vertices $ie\gamma^\mu$ and the propagator $-ig_{\mu\nu}/s$ give

$$M=\frac{e^2}{s}\,J_e^\mu J_{\tau\mu},\qquad J_e^\mu=\bar v(p_2)\gamma^\mu u(p_1),\quad J_\tau^\mu=\bar u(k_1)\gamma^\mu v(k_2).$$

Let $q=k_1+k_2$. The Dirac equation says $\bar u(k_1)\,\gamma\!\cdot\!k_1=m\,\bar u(k_1)$ and $\gamma\!\cdot\!k_2\,v(k_2)=-m\,v(k_2)$, so

$$q_\mu J_\tau^\mu=(m-m)\,\bar u(k_1)v(k_2)=0.$$

The same argument gives $q_\mu J_e^\mu=0$. In the centre-of-mass frame $q=(\sqrt s,\mathbf 0)$, so both time components vanish and only the spatial parts of the currents are left.

### The spin sums

The sums over spins are $\sum u\bar u=\gamma\!\cdot\!k_1+m$ and $\sum v\bar v=\gamma\!\cdot\!k_2-m$. Hence

$$\sum J_\tau^iJ_\tau^{j*}=\mathrm{Tr}\left[(\gamma\!\cdot\!k_1+m)\gamma^i(\gamma\!\cdot\!k_2-m)\gamma^j\right]
=4\left[k_1^ik_2^j+k_1^jk_2^i-g^{ij}(k_1\!\cdot\!k_2+m^2)\right].$$

Traces of an odd number of $\gamma$ matrices vanish, which removes the terms linear in $m$. Three substitutions simplify the rest:

- $s=(k_1+k_2)^2=2m^2+2k_1\!\cdot\!k_2$, so $k_1\!\cdot\!k_2+m^2=s/2$.
- $\mathbf k_1=-\mathbf k_2=|\mathbf k|\,\mathbf n$, with $|\mathbf k|=\beta\sqrt s/2$.
- $g^{ij}=-\delta^{ij}$ for spatial indices.

The bracket becomes $-2|\mathbf k|^2n^in^j+\delta^{ij}s/2$, and so

$$\sum J_\tau^iJ_\tau^{j*}=2s\left(\delta^{ij}-\beta^2n^in^j\right).$$

The electron trace has the same structure, with the electron speed $\beta_e$ and the beam direction $\mathbf z$:

$$\sum J_e^iJ_e^{j*}=2s\left(\delta^{ij}-\beta_e^2z^iz^j\right).$$

I keep $\beta_e$ for now, to see what neglecting the electron mass costs.

Now contract the two tensors, with $\mathbf n\cdot\mathbf z=\cos\theta$, and divide by 4 to average over the initial spin states:

$$\langle|M|^2\rangle=\frac14\,\frac{e^4}{s^2}\,4s^2\left(\delta^{ij}-\beta_e^2z^iz^j\right)\left(\delta^{ij}-\beta^2n^in^j\right)
=e^4\left[3-\beta^2-\beta_e^2+\beta^2\beta_e^2\cos^2\theta\right].$$

### Phase space and flux

The final-state integral is

$$\int\frac{d^3k_1}{(2\pi)^32E_1}\,\frac{d^3k_2}{(2\pi)^32E_2}\,(2\pi)^4\delta^4(p_1+p_2-k_1-k_2).$$

The momentum delta function removes $\mathbf k_2$ and makes both energies equal to $E=\sqrt{k^2+m^2}$, where $k=|\mathbf k|$. Per unit solid angle there remains

$$\int\frac{k^2\,dk}{16\pi^2E^2}\,\delta(\sqrt s-2E)=\frac{k^2}{16\pi^2E^2}\,\frac{E}{2k}=\frac{k}{32\pi^2E}=\frac{k}{16\pi^2\sqrt s}=\frac{\beta}{32\pi^2}.$$

The factor $E/(2k)$ comes from $d(2E)/dk=2k/E$, and the later steps use $E=\sqrt s/2$ and $k=\beta\sqrt s/2$.

The flux factor is $(2E_{e^-})(2E_{e^+})$ times the relative speed $2\beta_e$, which is $2s\beta_e$. Dividing by it, and using $e^4=16\pi^2\alpha^2$,

$$\frac{d\sigma}{d\Omega}=\frac{\beta}{64\pi^2s\,\beta_e}\langle|M|^2\rangle
=\frac{\alpha^2}{4s}\,\frac{\beta}{\beta_e}\left[3-\beta^2-\beta_e^2+\beta^2\beta_e^2\cos^2\theta\right].$$

The average of $\cos^2\theta$ over the sphere is $1/3$, which turns the bracket into

$$3-\beta^2-\beta_e^2+\tfrac13\beta^2\beta_e^2=\tfrac13(3-\beta^2)(3-\beta_e^2).$$

Multiplying by the full solid angle $4\pi$ gives

$$\sigma=\frac{\pi\alpha^2}{3s}\,\frac{\beta}{\beta_e}(3-\beta^2)(3-\beta_e^2).$$

For a massless electron $\beta_e=1$, and this is your formula:

$$\sigma=\frac{2\pi\alpha^2}{3s}\,\beta(3-\beta^2).$$

The factor dropped in this step is $(3-\beta_e^2)/(2\beta_e)$. With $\beta_e^2=1-4m_e^2/s$ it equals $(1+2m_e^2/s)(1-4m_e^2/s)^{-1/2}\approx1+4m_e^2/s$. At the peak found below, the relative correction is $5.9\times10^{-8}$, so neglecting it is safe.

### The maximum

Insert $1/s=(1-\beta^2)/(4m^2)$:

$$\sigma=\frac{\pi\alpha^2}{6m^2}\,h(\beta),\qquad h(\beta)=\beta(1-\beta^2)(3-\beta^2)=3\beta-4\beta^3+\beta^5.$$

The factor $1-\beta^2$ is what your derivative was missing. Now

$$h'(\beta)=3-12\beta^2+5\beta^4=0$$

is a quadratic equation in $\beta^2$, with roots

$$\beta^2=\frac{12\pm\sqrt{144-60}}{10}=\frac{6\pm\sqrt{21}}5.$$

The upper root is 2.1165, which would mean taus faster than light. The lower one is

$$\beta^2=\frac{6-4.582576}{5}=0.2835.$$

It is a maximum because $h$ vanishes at $\beta=0$ and at $\beta=1$, is positive in between, and has just this one stationary point there. Since $s$ increases steadily with $\beta$, it is also the single maximum as a function of energy. The position follows from $s=4m^2/(1-\beta^2)$:

$$\frac{\sqrt s}{m}=\frac{2}{\sqrt{1-0.283485}}=2.363.$$

With $m=1.77686$ GeV this is $\sqrt s=4.198$ GeV.

### The value in nanobarns

In these units $\sigma$ comes out in GeV$^{-2}$. Multiplying by $(\hbar c)^2=389379.4\ \mathrm{GeV^2\,nb}$ converts it. At the peak $s=17.625\ \mathrm{GeV^2}$, so the first factor of your formula is

$$\frac{4\pi\alpha^2}{3s}=\frac{4\pi(0.00729735)^2}{3\times17.625\ \mathrm{GeV^2}}\times389379.4\ \mathrm{GeV^2\,nb}=4.928\ \mathrm{nb}.$$

With $\beta=0.53243$ the second factor is

$$\frac{\beta(3-\beta^2)}2=\frac{0.53243\times2.716515}{2}=0.7232.$$

The tree-level peak cross section is therefore

$$\sigma_{\max}=4.928\ \mathrm{nb}\times0.7232=3.56\ \mathrm{nb}.$$

As a numerical check, I also computed the cross section from explicit Dirac spinors, without traces, and searched for its maximum over energy. That gave the same position and height.

### What shapes the curve

Just above threshold $h\approx3\beta$, so

$$\sigma\approx\frac{\pi\alpha^2}{2m^2}\,\beta.$$

The squared amplitude stays finite as $\beta\to0$ (for $\beta_e=1$ its bracket tends to 2), so the rise from zero comes from the phase space, which is proportional to $\beta$.

Far above threshold $\beta\to1$ and $\sigma\to4\pi\alpha^2/(3s)$, the result for massless taus. The peak is where the growth of $\beta(3-\beta^2)$ no longer outpaces the fall of $1/s$.

The rise is steep and the top is broad. The formula gives 1.00 nb at 3.571 GeV, 3.35 nb at 3.909 GeV, 3.56 nb at the peak and 3.37 nb at 4.620 GeV. The two values on either side of the peak are about 5 to 6 percent below it.

### Where the formula can be trusted

Near threshold the weak point is the mutual attraction of the taus, which a single-photon amplitude leaves out. For slow taus, compare energies at a separation $r\sim1/k$, with $k\approx m\beta$. The Coulomb energy is about $\alpha k\approx\alpha m\beta$, and the kinetic energy of the pair is about $m\beta^2$. Their ratio is $\alpha/\beta$. The numerical factor comes from the nonrelativistic Coulomb problem: the attraction multiplies the tree result by the probability enhancement at zero separation, $z/(1-e^{-z})$ with $z=\pi\alpha/\beta$ (the Sommerfeld factor), which is about $1+\pi\alpha/(2\beta)$ for small $z$. It reaches 1.10 already at $\beta\approx0.12$, that is $\sqrt s\approx3.58$ GeV, is about 1.12 at 3.571 GeV, and is 3.3 at $\beta=\alpha$, where the tree formula fails outright. As $\beta\to0$ it tends to $\pi\alpha/\beta$ and cancels the $\beta$ from phase space, so with this factor alone the cross section starts at $\pi^2\alpha^3/(2m^2)\approx0.24$ nb instead of zero. At the peak $\alpha/\beta\approx0.014$ and the factor is 1.02; at $\beta\approx0.5$ the nonrelativistic form is only a guide, so read this as a correction of one to two percent.

At high energy, $Z$ exchange must be added. Well below the $Z$ mass, roughly 91 GeV, its amplitude relative to photon exchange is of order $s/M_Z^2$, apart from ratios of couplings. That is about $2\times10^{-3}$ at the peak, but it is not small once $\sqrt s$ approaches $M_Z$.

Photon radiation from the beams and vacuum polarization, including hadronic resonances, are also left out, and they are not small. Radiation from the beams reduces the energy available to the pair; folding the tree curve with the standard radiator function lowers it by about 7 percent at 4.2 GeV and by nearly 30 percent at 3.57 GeV, and moves the maximum up to about 4.3 GeV. Vacuum polarization from lepton loops alone raises the cross section by about 3 percent at the peak, and the hadronic part is not estimated here. So 3.56 nb and 4.198 GeV describe the tree-level curve, and a measured cross section can differ from it by several percent at the peak and by much more near threshold.

## Numbers as computed

```
fine-structure constant alpha = 0.00729735
tau mass = 1.77686 GeV
electron mass = 5.109990e-04 GeV
(hbar c)^2 = 389379.4 GeV^2 nb
sqrt(21) = 4.582576
beta^2 at peak, lower root = 0.283485
upper root (unphysical) = 2.116515
beta^2 at peak, spinor search = 0.283485
beta at peak = 0.53243
sqrt(s)/m_tau at peak = 2.36275
sqrt(s) at peak = 4.1983 GeV
s at peak = 17.625 GeV^2
h(beta) at peak = 1.03634
pi alpha^2/(6 m_tau^2) = 3.4387 nb
4 pi alpha^2/(3 s) at peak = 4.9278 nb
beta(3-beta^2)/2 at peak = 0.72318
peak cross section, formula = 3.5637 nb
peak cross section, spinor search = 3.5637 nb
relative electron-mass correction at peak = 5.93e-08
table: sqrt(s)/m_tau, sqrt(s) in GeV, beta^2, sigma in nb
  2.010  3.571  0.0099  1.014
  2.100  3.731  0.0930  2.765
  2.200  3.909  0.1736  3.346
  2.363  4.198  0.2835  3.564
  2.600  4.620  0.4083  3.370
  3.000  5.331  0.5556  2.785
  4.000  7.107  0.7500  1.675
  6.000  10.661  0.8889  0.760
```
